# On-site and neighbouring-site bipolarons in the strong-coupling Holstein-Hubbard chain

## Problem

Two electrons of opposite spin move on an infinite chain of spacing $a$ (atomic units, $\hbar=m_e=1$):

$$H=-t\sum_{i\sigma}(c^\dagger_{i+1\sigma}c_{i\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow}+\omega\sum_i b^\dagger_ib_i-g\sum_i n_i(b_i+b_i^\dagger).$$

Let $\alpha=g/\omega$ and $E_p=g^2/\omega=\alpha^2\omega$, with $\alpha^2\gg1$ and $t^2/(E_p\omega)\ll1$. For which $U$ do the electrons bind, what does the pair look like, and how heavy is it? Evaluate for the round parameters $\omega=0.1$ eV, $E_p=0.5$ eV, $t=0.03$ eV, $a=4$ Å, at $U=0.6$ eV and $U=1.1$ eV.

## A tempting solution

On a site with $m$ electrons, completing the square gives $\omega(b^\dagger-m\alpha)(b-m\alpha)-m^2E_p$. The eigenstates are $D(m\alpha)|n\rangle$ with $D(\beta)=e^{\beta(b^\dagger-b)}$. Two singly occupied sites cost $-2E_p$, which is taken as the zero of energy. A doubly occupied site has $U-4E_p+2E_p=-\Delta$, with $\Delta=2E_p-U$.

For real arguments $D(\beta)D(\beta')=D(\beta+\beta')$, so changing the occupation by $\delta n$ inserts $D(-\alpha\,\delta n)$ between phonon states. From $D(\beta)=e^{-\beta^2/2}e^{\beta b^\dagger}e^{-\beta b}$,

$$\langle n|D(\beta)|0\rangle=e^{-\beta^2/2}\frac{\beta^n}{\sqrt{n!}},\qquad \langle0|D(\beta)|n\rangle=e^{-\beta^2/2}\frac{(-\beta)^n}{\sqrt{n!}}.$$

A hop changes two sites, so between zero-phonon states its amplitude is $-\tilde t$, $\tilde t=te^{-\alpha^2}$. Keeping these states gives a Hubbard model with hopping $\tilde t$ and interaction $-\Delta$. A state is an amplitude $\psi(x_\uparrow,x_\downarrow)$; hops carry no fermion sign, and symmetric $\psi$ is the singlet. At zero total momentum either electron can change $r=x_\downarrow-x_\uparrow$ by one, so the relative hopping is $2\tilde t$. The trial $\psi=z^{|r|}$ gives $E=-2\tilde t(z+1/z)$ for $r\neq0$ and $E=-\Delta-4\tilde tz$ at $r=0$. Subtracting, $\Delta=2\tilde t(1/z-z)$, which has a root $0<z<1$ if and only if $\Delta>0$; squaring both relations gives $E=-\sqrt{\Delta^2+16\tilde t^2}$. The conclusion would be an on-site pair at $U=0.6$ eV and no pair at $U=1.1$ eV, where the exchange $4\tilde t^2/(U-2E_p)$ is exponentially small.

## The fault

The truncation discards intermediate states with phonons. An electron can hop and return before the lattice follows, and such a process pays an energy denominator but no overlap.

Take two hops with density changes $\delta n^{(1)}_j,\delta n^{(2)}_j$ between zero-phonon states, through a configuration of energy $\delta$. Site $j$ with $n_j$ intermediate phonons contributes, by the overlaps above, a Gaussian factor times $y_j^{n_j}/n_j!$, $y_j=-\alpha^2\delta n^{(1)}_j\delta n^{(2)}_j$. Each hop has $\sum_j\delta n_j^2=2$, so the Gaussians multiply to $e^{-2\alpha^2}$. The multinomial theorem sums the $n_j$ at fixed total $n$ to $y^n/n!$. Second-order perturbation theory then gives the element

$$-t^2e^{-2\alpha^2}f(\delta,y),\qquad f=\sum_{n\ge0}\frac{y^n}{n!\,(\delta+n\omega)},\qquad y=-\alpha^2\sum_j\delta n^{(1)}_j\delta n^{(2)}_j .$$

If the $n=0$ state belongs to the low-energy space, its term is omitted (written $f'$), since $\tilde t$ already treats it. For a hop and its reverse $y=2\alpha^2$, and $P_n=e^{-y}y^n/n!$ is a normalized Poisson weight with mean and variance $2\alpha^2$. Define $F(\delta)=\sum_nP_n/(\delta+n\omega)$, $F'$ without $n=0$, and $F_0=F'(0)$. Expanding $1/(\delta+n\omega)$ about the mean, where the linear term averages to zero,

$$F(\delta)\approx\frac1{\delta+2E_p}+\frac{2E_p\omega}{(\delta+2E_p)^3}.$$

The tempting exchange is the $n=0$ term of this sum, with weight $e^{-2\alpha^2}$; the whole sum is not exponentially small.

## Correct solution

### Energies to order $t^2$

Separated polarons have four hop-and-return paths with $\delta=0$: $E_{\rm free}=-4t^2F_0$.

The on-site pair S0 has four such paths with $\delta=\Delta$: $E_{S0}=-\Delta-4t^2F(\Delta)$. For $|\Delta|\ll\omega$, with the $n=0$ term left to the Hubbard solution,

$$E_{S0}-E_{\rm free}=-\Delta\Big[1-4t^2\sum_{n\ge1}\frac{P_n}{n\omega(\Delta+n\omega)}\Big].$$

The correction in the bracket is of order $4t^2/(2E_p)^2\ll1$ (for the stated parameters the sum gives 0.0055 as $\Delta\to0$, the estimate 0.0036), so the sign is that of $-\Delta$. For larger positive $\Delta$ the sum decreases and the $n=0$ term lowers $E_{S0}$ further. Against free polarons the threshold stays at $U=2E_p$ to this order, and this part of the tempting solution survives.

Now take $U-2E_p\gg\tilde t$ and the configuration $(x_\uparrow,x_\downarrow)=(0,1)$. The two outward hops give $-2t^2F_0$. Each of the two inward hops creates a double occupancy with $\delta=U-2E_p$, from which either the same electron returns, giving $(0,1)$, or the other leaves, giving $(1,0)$. The densities end as they began, so $y=2\alpha^2$ in both cases. The direct and exchange elements are each $-2t^2F(U-2E_p)$; they add in the singlet and cancel in the triplet. Relative to $E_{\rm free}$,

$$V_T=2t^2F_0,\qquad V=2t^2F_0-J,\qquad J=4t^2F(U-2E_p)\approx\frac{4t^2}{U}.$$

The denominator is the bare $U$ at leading order because the lattice stays frozen. The triplet is repelled. The singlet S1 has $V\approx t^2/E_p-4t^2/U$, attractive below about $4E_p$. With the next terms, $V=0$ reads $(2/U)(1+2E_p\omega/U^2)=(1/2E_p)(1+\omega/2E_p)$; setting $U=4E_p$ in the small term gives $U\approx4E_p(1+\omega/8E_p-\omega/2E_p)=4E_p-3\omega/2$.

S0 must therefore also beat S1. Near $\Delta=0$ both belong to the low-energy space, and their levels cross at

$$-\Delta_c-4t^2F'(\Delta_c)=-2t^2F_0-4t^2F'(-\Delta_c).$$

For $\Delta_c\ll\omega$, $F'(\pm\Delta_c)\approx F_0$ and $\Delta_c\approx2t^2F_0\approx t^2/E_p$. On a dimer the outward paths are absent, $-\Delta_c-2t^2F'(\Delta_c)=-4t^2F'(-\Delta_c)$, with the same leading root. Thus $2E_p>U$ is necessary for an on-site ground state but not sufficient: $U$ must lie below $U_c=2E_p-\Delta_c$. The hop $\tilde t$ mixes the two singlets, so the change is a crossover.

### Pair hopping

S0 moves by two hops along one bond, in either order. Then $\sum_j\delta n^{(1)}_j\delta n^{(2)}_j=+2$, $y=-2\alpha^2$, and the element is $-t_0$. Writing $1/(\Delta+n\omega)=\omega^{-1}\int_0^1x^{\Delta/\omega+n-1}dx$ sums the series to $\omega^{-1}\int_0^1x^{\Delta/\omega-1}e^{-2\alpha^2x}dx$, and $u=2\alpha^2x$ gives, with $\gamma(s,y)=\int_0^yu^{s-1}e^{-u}du$,

$$t_0=\frac{2t^2e^{-2\alpha^2}}{\omega}\,\frac{\gamma(\Delta/\omega,2\alpha^2)}{(2\alpha^2)^{\Delta/\omega}},\qquad \frac1{m_{S0}}=2t_0a^2,$$

the mass following from the band $-2t_0\cos Ka$, which requires $\Delta$ large compared with both $\tilde t$ and $\Delta_c$, so that S0 lies well below S1. The approach is slow: on a dimer with the stated parameters the exact $t_0$ exceeds the formula by 7% at $\Delta=0.4$ eV, 13% at 0.1 eV, 25% at 0.02 eV and 42% at 0.01 eV. At fixed $\Delta$ and growing $\alpha^2$, $\gamma\to\Gamma(\Delta/\omega)$, so $t_0\propto e^{-2\alpha^2}$ times a power. At $U=0$, $s=\Delta/\omega=2\alpha^2$; the integrand peaks near $u=s$, so $\gamma(s,s)\approx\Gamma(s)/2$, and Stirling's formula gives $\gamma(s,s)/s^s\approx\sqrt{\pi/2s}\,e^{-s}$, hence $t_0\propto e^{-4\alpha^2}$.

A single polaron hopping $0\to1\to2$ has $\delta n_1=+1$ then $-1$, so $y=+\alpha^2$ and $t_2=t^2e^{-2\alpha^2}f'(0,\alpha^2)$. Its band $-2\tilde t\cos ka-2t_2\cos2ka$ gives $1/m_p=(2\tilde t+8t_2)a^2$.

S1 moves from bond $(0,1)$ to $(1,2)$ in two ways. In the first, $0\to1$ makes a double occupancy and one electron leaves to site 2. The singlet $[(0,1)+(1,0)]/\sqrt2$ couples to $(1,1)$ with $-2t/\sqrt2=-\sqrt2t$, so the product is $2t^2$, and $y=+\alpha^2$ from site 1. In the second, $1\to2$ precedes $0\to1$; site 1 has $-1$ then $+1$, so $y=\alpha^2$, $\delta=0$, and the value equals $t_2$. A Poisson average of mean $\alpha^2$ gives $e^{-2\alpha^2}f(\delta,\alpha^2)\approx e^{-\alpha^2}/(\delta+E_p)$, so

$$t_1=2t^2e^{-2\alpha^2}f(U-2E_p,\alpha^2)+t_2\approx t^2e^{-\alpha^2}\Big[\frac2{U-E_p}+\frac1{E_p}\Big].$$

The last form is only the leading one: at $\alpha^2=5$ and $U=1.1$ eV it gives $3.23\times10^{-5}$ eV, 18% below the series used in the numbers. Site 1 keeps its distortion; sites 0 and 2 change, as in one polaron hop.

### Bound state and mass of S1

Let the singlet amplitude be $e^{iKX}\phi(r)$, $r\ge1$, with $X$ the centre of mass, and neglect $t_2$ between different separations. The separation grows by moving the right electron right or the left one left, shifting $X$ by $\pm a/2$, so the relative hopping is $h=2\tilde t\cos(Ka/2)$. At $r=1$ the potential is $V_K=V-2t_1\cos Ka$, and $r=0$ is absent. With $\phi=z^r$ and $\varepsilon=E-E_{\rm free}$, the equations are $\varepsilon=-h(z+1/z)$ for $r\ge2$ and $\varepsilon=V_K-hz$ for $r=1$. Hence $z=-h/V_K$ and

$$\varepsilon(K)=V_K+\frac{4\tilde t^2\cos^2(Ka/2)}{V_K}.$$

At $K=0$, with $V_0=V-2t_1$, normalizability needs $V_0<-2\tilde t$, so the window closes before $V$ vanishes. The binding below the continuum edge $-4\tilde t$ is $|V_0|+4\tilde t^2/|V_0|-4\tilde t=|V_0|(1-z)^2$. First derivatives vanish at $K=0$, so $\varepsilon''=V_K''(1-h^2/V_0^2)+(h^2)''/V_0$ with $V_K''=2t_1a^2$ and, from $h^2=2\tilde t^2(1+\cos Ka)$, $(h^2)''=-2\tilde t^2a^2$:

$$\frac1{m_{S1}a^2}=2t_1(1-z^2)+\frac{2\tilde t^2}{|V_0|}.$$

The second term scales as $e^{-2\alpha^2}$, so at fixed $t$, $\omega$ and $U/E_p$ the first wins for large $\alpha^2$ and $m_{S1}\propto e^{\alpha^2}$ times a power. The logarithmic slopes of $1/t_1$ and $1/t_0$ computed at $\alpha^2=40$ are 1.03, 2.10 (fixed $\Delta$) and 4.01 ($U=0$). The comparison is between pairs at equal $t$ and $E_p$ but different $U$.

### Numbers

Here $\alpha^2=5$, $t^2/(E_p\omega)=0.018$, $\tilde t=0.03\times0.0067379=2.021\times10^{-4}$ eV and $F_0=1.1302$ eV$^{-1}$, against the leading $1/2E_p=1$ eV$^{-1}$.

At $U=1.1$ eV, $\delta=\omega$, and the integral form gives $F=(1-e^{-10})/10\omega=0.99995$ eV$^{-1}$. Then $J=4(0.03)^2(0.99995)=3.600\times10^{-3}$ eV, where $4t^2/U$ gives $3.273\times10^{-3}$ eV. With $V_T=2(0.03)^2(1.1302)=2.034\times10^{-3}$ eV, $V=-1.566\times10^{-3}$ eV. The series give $t_2=1.553\times10^{-5}$ eV and $t_1=3.962\times10^{-5}$ eV, so $V_0=(-1.5655-2\times0.0396)\times10^{-3}=-1.645\times10^{-3}$ eV and $z=2(2.021\times10^{-4})/(1.645\times10^{-3})=0.246$. The binding is $1.645\times10^{-3}(1-0.246)^2=9.4\times10^{-4}$ eV. With $\tilde t^2/|V_0|=2.484\times10^{-5}$ eV the curvature is

$$2(3.962\times10^{-5})(1-0.246^2)+2(2.484\times10^{-5})=1.241\times10^{-4}\ \text{eV},$$

and the two terms are comparable at this coupling. Restoring $t_2$ everywhere, which also lowers the continuum edge by $4t_2$, diagonalization of the second-order model gives binding $8.8\times10^{-4}$ eV (0.88 meV) and curvature $1.308\times10^{-4}$ eV. The bare mass $\hbar^2/2ta^2$ is $7.94\,m_e$, and masses scale inversely with curvature: $m_{S1}=7.94\times0.06/(1.308\times10^{-4})\approx3.6\times10^3\,m_e$ ($3.8\times10^3$ from the closed form), about 4.0 times the second-order polaron mass $m_p\approx9.0\times10^2\,m_e$.

At $U=0.6$ eV, $\Delta=0.4$ eV and $F(\Delta)=0.754$ eV$^{-1}$. The S0 binding is $\Delta+4t^2[F(\Delta)-F_0]-4\tilde t-4t_2=0.398$ eV. With $\gamma(4,10)$ slightly below $\Gamma(4)=6$, $t_0=2(0.03)^2(0.0067379)^2\gamma(4,10)/(0.1\times10^4)=4.85\times10^{-10}$ eV, so at second order $m_{S0}\approx4.9\times10^8\,m_e$ and $m_{S0}/m_{S1}\approx1.3\times10^5$. With the full Hamiltonian, the hop across the middle bond of an open four-site chain is $5.35\times10^{-10}$ eV, 10% larger, and the fourth-order hop over two sites ($1.2\times10^{-12}$ eV on an open three-site chain) adds 1% to the curvature; together these point to $m_{S0}\approx4.4\times10^8\,m_e$. At $U=0$, $m_{S0}\approx1.5\times10^{10}\,m_e$.

S1 is the ground state from the crossover near $U_c$ (the unmixed levels cross $2.06\times10^{-3}$ eV below $2E_p$) up to $U\approx1.57$ eV in the closed form, where $V_0=-2\tilde t$ with $t_2$ neglected between separations, and up to $U\approx1.54$ eV with $t_2$ restored everywhere; $V$ itself vanishes at 1.82 eV, near $4E_p-3\omega/2=1.85$ eV.

The numerical check tests these formulas against the full Hamiltonian on small clusters. An explicit second-order sum on a four-site ring gives $V=-1.565\times10^{-3}$ eV. On the dimer, the exact $J$ and $t_0$ are 0.996 and 1.074 times the formulas, the latter falling to 1.008 at $t/3$, and the exact $\Delta_c$ is $2.03\times10^{-3}$ eV against $2.05\times10^{-3}$ eV. On the ring the double occupancy is 0.06 at $U=2E_p$ and 0.91 at $U=2E_p-2\Delta_c$. At $U=1.1$ eV the exact ring splitting $E(\pi/a)-E(0)$ is $4.26\times10^{-4}$ eV ($4.25\times10^{-4}$ eV with only 15 phonon levels per site) against $3.97\times10^{-4}$ eV from the second-order model on the same ring, and the ratio drops to 1.02 at $t/2$. These are cluster results, not chain masses; they concern the pairs only, leave $m_p$ and the ratio $m_{S1}/m_p$ untested, and suggest second-order pair masses too large by roughly 7% (S1) to 10% (S0) of their value at $t=0.03$ eV, and on these clusters the deviation grows roughly as $t^2$.

## Calculated quantities

```
omega = 0.1 eV
Ep = 0.5 eV
alpha^2 = 5 
t = 0.03 eV
a = 4 angstrom
U for S1 = 1.1 eV
U for S0 = 0.6 eV
t^2/(Ep omega) = 0.018 
exp(-alpha^2) = 0.0067379 
t tilde = 0.00020214 eV
F0 = 1.1302 1/eV
1/(2Ep) = 1 1/eV
F(U-2Ep), S1 = 0.99995 1/eV
1/U, S1 = 0.90909 1/eV
J = 0.0035998 eV
4t^2/U = 0.0032727 eV
V triplet = 0.0020343 eV
V singlet = -0.0015655 eV
V singlet, explicit ring sum = -0.0015652 eV
t2 = 1.5526e-05 eV
t1 = 3.9619e-05 eV
V0 = V - 2 t1 = -0.0016448 eV
z = 2 tt/|V0| = 0.24579 
tt^2/|V0| = 2.4842e-05 eV
S1 binding, closed form = 0.0009356 eV
S1 binding, full second order = 0.00087794 eV
S1 curvature, closed form = 0.00012414 eV
S1 curvature, full second order = 0.0001308 eV
F(2Ep-U), S0 = 0.754 1/eV
S0 binding = 0.39778 eV
t0, S0 example = 4.8525e-10 eV
t0 at U = 0 = 1.6075e-11 eV
2 t^2 F0 = 0.0020343 eV
2Ep-Uc chain, formula = 0.002057 eV
2Ep-Uc dimer, formula = 0.0020513 eV
2Ep-Uc dimer, exact = 0.0020297 eV
ring double occupancy, U = 2Ep = 0.060621 
ring double occupancy, U = 2Uc-2Ep = 0.90876 
U where S1 unbinds = 1.5747 eV
U where V = 0 = 1.8247 eV
4Ep - 1.5 omega = 1.85 eV
dimer J exact/formula = 0.99634 
dimer t0 exact/formula = 1.0741 
dimer t0 exact/formula at t/3 = 1.008 
ring E(0) exact = -0.0059546 eV
ring E(0) second order = -0.0059209 eV
ring E(pi)-E(0) exact = 0.00042501 eV
ring E(pi)-E(0) second order = 0.00039705 eV
ring width exact/second order at t/2 = 1.0205 
bare band mass = 7.9375 m_e
polaron mass = 901.15 m_e
S1 mass, closed form = 3836.5 m_e
S1 mass, full second order = 3641 m_e
S0 mass, example U = 4.9072e+08 m_e
S0 mass, U = 0 = 1.4813e+10 m_e
m_S0/m_S1 = 1.3478e+05 
m_S1/m_polaron = 4.0404 
slopes at alpha^2=40: S1 1.026, S0 fixed 2Ep-U 2.100, S0 U=0 4.013
```
